# Plane-wave Gaussians as Gaussians at complex centres: test program

```python
# Result under test: for real a > 0, A, k and u^2 = sum(u_i u_i) (no conjugate),
#   exp(i k.r) exp(-a (r-A)^2) = exp(i k.A - k^2/(4a)) exp(-a (r-C)^2),
#   C = A + i k/(2a),
# and the closed integral formulas of real s Gaussians hold at such centres.
# A function is stored as (a, A, k): exponent, real centre, wave vector.
# Functions have unit amplitude (not normalized). Hartree atomic units.
import numpy as np
from scipy.special import erf, dawsn

pi = np.pi


def dot(u, v):
    return np.sum(u * v)          # bilinear, never conjugated


def complex_form(f):
    a, A, k = f
    return a, A + 1j * k / (2 * a), np.exp(1j * dot(k, A) - dot(k, k) / (4 * a))


def boys0(z):
    z = complex(z)
    if abs(z) < 1e-6:
        return 1 - z / 3
    root = np.sqrt(z)
    return 0.5 * np.sqrt(pi) / root * erf(root)


def pair(f, g):
    """conj(f) g = K exp(-p (r-P)^2); also returns mu and (C-D)^2."""
    a, C, c = complex_form((f[0], f[1], -f[2]))   # conjugation flips k
    b, D, d = complex_form(g)
    p, mu, dist2 = a + b, a * b / (a + b), dot(C - D, C - D)
    return p, (a * C + b * D) / p, c * d * np.exp(-mu * dist2), mu, dist2


def overlap(f, g):
    p, P, K, mu, d2 = pair(f, g)
    return K * (pi / p) ** 1.5


def kinetic(f, g):
    p, P, K, mu, d2 = pair(f, g)
    return mu * (3 - 2 * mu * d2) * overlap(f, g)


def inverse_distance(f, g, N):
    p, P, K, mu, d2 = pair(f, g)
    return 2 * pi / p * K * boys0(p * dot(P - N, P - N))


def repulsion(f1, f2, f3, f4):
    p, P, K = pair(f1, f2)[:3]
    s, Q, L = pair(f3, f4)[:3]
    arg = p * s / (p + s) * dot(P - Q, P - Q)
    return 2 * pi ** 2.5 / (p * s * np.sqrt(p + s)) * K * L * boys0(arg)


# ---------- direct evaluation from the original definition ----------
def value(f, r):
    a, A, k = f
    phase = sum(k[i] * r[i] for i in range(3))
    dist2 = sum((r[i] - A[i]) ** 2 for i in range(3))
    return np.exp(1j * phase) * np.exp(-a * dist2)


h = 0.2
line = np.arange(-40, 41) * h
cart = np.meshgrid(line, line, line, indexing="ij", sparse=True)


def grid_overlap(f, g, weight=1.0):
    return h ** 3 * np.sum(weight * np.conj(value(f, cart)) * value(g, cart))


def grid_kinetic(f, g):
    density = np.conj(value(f, cart)) * value(g, cart)
    total = 0
    for i in range(3):            # product rule for each gradient component
        left = -1j * f[2][i] - 2 * f[0] * (cart[i] - f[1][i])
        right = 1j * g[2][i] - 2 * g[0] * (cart[i] - g[1][i])
        total += 0.5 * h ** 3 * np.sum(left * right * density)
    return total


def gauss(n, lo, hi):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (hi - lo) * x + 0.5 * (hi + lo), 0.5 * (hi - lo) * w


def sphere(n_rad, n_cos, n_phi, r_max):
    """Points and weights for the measure dr dcos(theta) dphi."""
    r, wr = gauss(n_rad, 0, r_max)
    c, wc = gauss(n_cos, -1, 1)
    phi = 2 * pi * np.arange(n_phi) / n_phi
    R, Cc, F = np.meshgrid(r, c, phi, indexing="ij")
    W = wr[:, None, None] * wc[None, :, None] * (2 * pi / n_phi) * np.ones_like(R)
    S = np.sqrt(1 - Cc ** 2)
    pts = [R * S * np.cos(F), R * S * np.sin(F), R * Cc]
    return R.ravel(), [x.ravel() for x in pts], W.ravel()


def sphere_inverse_distance(f, g, N):
    R, pts, W = sphere(60, 32, 40, 8.0)
    r = [pts[i] + N[i] for i in range(3)]
    return np.sum(W * R * np.conj(value(f, r)) * value(g, r))


def numeric_transform(f, g, q):
    """Integral of conj(f) g exp(i q.r), by one-dimensional sums."""
    out = 1.0
    for i in range(3):
        factor = np.exp(1j * (g[2][i] - f[2][i]) * line
                        - f[0] * (line - f[1][i]) ** 2
                        - g[0] * (line - g[1][i]) ** 2)
        out = out * (h * np.exp(1j * np.outer(q[i], line)) @ factor)
    return out


def fourier_repulsion(f1, f2, f3, f4):
    # Coulomb kernel 4 pi/q^2 cancels the q^2 of the volume element
    R, q, W = sphere(40, 24, 32, 12.0)
    left = numeric_transform(f1, f2, q)
    right = numeric_transform(f3, f4, [-x for x in q])
    return np.sum(W * left * right) / (2 * pi ** 2)


def close(x, y, tol=1e-9):
    return abs(x - y) <= tol * abs(y)


def show(label, z, unit=""):
    z = complex(z)
    print(f"{label}: {z.real:.8f} {z.imag:+.8f}i {unit}")


def show_vec(label, v, unit):
    text = ", ".join(f"{complex(x).real:.5f}{complex(x).imag:+.5f}i" for x in v)
    print(f"{label}: ({text}) {unit}")


vec = lambda *x: np.array(x, float)
g1 = (0.8, vec(0, 0, 0), vec(0.5, 0, -0.3))
g2 = (0.5, vec(0.6, -0.4, 1.0), vec(1.2, 0.7, 0.4))
g3 = (1.1, vec(-0.5, 0.8, 0.2), vec(-0.4, 0.9, 0))
g4 = (0.6, vec(0.3, 0.5, -0.7), vec(0.6, -0.2, 1.0))
N = vec(0.2, 0.3, -0.5)

for n, f in enumerate((g1, g2, g3, g4), 1):
    print(f"g{n}: a = {f[0]} bohr^-2, A = {f[1].tolist()} bohr, "
          f"k = {f[2].tolist()} bohr^-1")
print("unit point charge at N =", N.tolist(), "bohr")

# Pointwise identity
rng = np.random.default_rng(1)
for f in (g1, g2, g3, g4):
    a, C, c = complex_form(f)
    for r in rng.uniform(-2, 2, (20, 3)):
        assert close(c * np.exp(-a * dot(r - C, r - C)), value(f, r), 1e-11)
a2, C2, c2 = complex_form(g2)
point = vec(0.5, 0.5, 0.5)
show_vec("complex centre of g2", C2, "bohr")
show("factor exp(ik.A - k^2/4a) of g2", c2)
show("g2 at (0.5,0.5,0.5) bohr, original form", value(g2, point))
show("g2 at same point, complex-centre form",
     c2 * np.exp(-a2 * dot(point - C2, point - C2)))

# Boys function in the complex plane, against its defining integral
t, wt = gauss(60, 0, 1)
for z in (0.3, 5 + 4j, -6 + 2j, 9j, -12, 1e-7j):
    assert close(boys0(z), np.sum(wt * np.exp(-z * t * t)), 1e-11)

# Pair product: complex centres versus real product first, plane wave second
p, P, K, mu, d2 = pair(g1, g2)
kappa = g2[2] - g1[2]
P_real = (g1[0] * g1[1] + g2[0] * g2[1]) / p
R12 = g1[1] - g2[1]
K_other = np.exp(-mu * dot(R12, R12) + 1j * dot(kappa, P_real)
                 - dot(kappa, kappa) / (4 * p))
assert close(K, K_other, 1e-12)
assert np.allclose(P, P_real + 1j * kappa / (2 * p), atol=1e-13)
print(f"pair conj(g1) g2: p = {p:.4f} bohr^-2, mu = {mu:.6f} bohr^-2")
show_vec("pair centre", P, "bohr")
show("bilinear squared distance of centres", d2, "bohr^2")
show("pair prefactor K", K)

# Four integral types against direct quadrature
S, S_num = overlap(g1, g2), grid_overlap(g1, g2)
T, T_num = kinetic(g1, g2), grid_kinetic(g1, g2)
V, V_num = inverse_distance(g1, g2, N), sphere_inverse_distance(g1, g2, N)
G, G_num = repulsion(g1, g2, g3, g4), fourier_repulsion(g1, g2, g3, g4)
assert close(S, S_num) and close(T, T_num)
assert close(V, V_num) and close(G, G_num, 1e-8)
show("Boys argument, attraction", p * dot(P - N, P - N))
for name, x, y, unit in (("overlap", S, S_num, "bohr^3"),
                         ("kinetic", T, T_num, "hartree bohr^3"),
                         ("attraction", -V, -V_num, "hartree bohr^3"),
                         ("repulsion (12|34)", G, G_num, "hartree bohr^6")):
    show(name + ", formula", x, unit)
    show(name + ", quadrature", y, unit)

# A Hermitian squared distance gives a wrong overlap
C1bar, c1bar = complex_form((g1[0], g1[1], -g1[2]))[1:]
S_bad = (c1bar * c2 * np.exp(-mu * np.sum(abs(C1bar - C2) ** 2))
         * (pi / p) ** 1.5)
assert abs(S_bad - S_num) > 1e-2 * abs(S_num)
show("overlap with Hermitian square (wrong)", S_bad, "bohr^3")

# Polynomial factor belongs to the real centre
X = S * (P[0] - g1[1][0])
X_num = grid_overlap(g1, g2, cart[0] - g1[1][0])
X_bad = S * (P[0] - C1bar[0])
assert close(X, X_num) and abs(X_bad - X_num) > 1e-2 * abs(X_num)
show("p_x-s overlap, formula", X, "bohr^4")
show("p_x-s overlap, quadrature", X_num, "bohr^4")
show("p_x-s overlap, polynomial at complex centre (wrong)", X_bad, "bohr^4")

# Self-overlap and mean kinetic energy of one function
S11, T11 = grid_overlap(g1, g1), grid_kinetic(g1, g1)
mean_T = 1.5 * g1[0] + 0.5 * dot(g1[2], g1[2])
assert close(overlap(g1, g1), S11) and close((pi / (2 * g1[0])) ** 1.5, S11)
assert close(kinetic(g1, g1), T11) and close(mean_T, T11 / S11)
print(f"self-overlap of g1: {S11.real:.8f} bohr^3")
print(f"mean kinetic energy of g1, quadrature: {(T11 / S11).real:.8f} hartree")
print(f"mean kinetic energy of g1, 3a/2 + k^2/2: {mean_T:.8f} hartree")

# Large wave vector, pair centred on the charge, exponent 1 bohr^-2
radius, wr = gauss(500, 0, 8)
for q in (20.0, 60.0):
    x = q / 2
    direct = 4 * pi / q * np.sum(wr * np.sin(q * radius) * np.exp(-radius ** 2))
    stable = 2 * pi * dawsn(x) / x
    assert close(stable, direct, 1e-9)
    with np.errstate(all="ignore"):
        F = boys0(-x * x)
    if q == 20.0:
        assert close(np.exp(-x * x) * F * 2 * pi, direct, 1e-9)
        print(f"kappa = {q:.0f} bohr^-1: F0 = {F.real:.5e}, "
              f"factor = {np.exp(-x * x):.5e}")
    else:
        assert not np.isfinite(F)
        print(f"kappa = {q:.0f} bohr^-1: F0 finite in double precision:",
              bool(np.isfinite(F)))
    ratio = stable / (4 * pi / q ** 2)
    assert abs(ratio - 1) < 3 / q ** 2
    print(f"  integral of exp(i kappa.r - r^2)/r: {stable:.8f} bohr^2, "
          f"ratio to 4 pi/kappa^2: {ratio:.6f}")

print("tests ok")
```

Printed output:

```
g1: a = 0.8 bohr^-2, A = [0.0, 0.0, 0.0] bohr, k = [0.5, 0.0, -0.3] bohr^-1
g2: a = 0.5 bohr^-2, A = [0.6, -0.4, 1.0] bohr, k = [1.2, 0.7, 0.4] bohr^-1
g3: a = 1.1 bohr^-2, A = [-0.5, 0.8, 0.2] bohr, k = [-0.4, 0.9, 0.0] bohr^-1
g4: a = 0.6 bohr^-2, A = [0.3, 0.5, -0.7] bohr, k = [0.6, -0.2, 1.0] bohr^-1
unit point charge at N = [0.2, 0.3, -0.5] bohr
complex centre of g2: (0.60000+1.20000i, -0.40000+0.70000i, 1.00000+0.40000i) bohr
factor exp(ik.A - k^2/4a) of g2: 0.23474122 +0.26188489i 
g2 at (0.5,0.5,0.5) bohr, original form: 0.23923855 +0.53457781i 
g2 at same point, complex-centre form: 0.23923855 +0.53457781i 
pair conj(g1) g2: p = 1.3000 bohr^-2, mu = 0.307692 bohr^-2
pair centre: (0.23077+0.26923i, -0.15385+0.26923i, 0.38462+0.26923i) bohr
bilinear squared distance of centres: -1.30281250 +1.68000000i bohr^2
pair prefactor K: 0.44775549 +0.14991200i 
Boys argument, attraction: 1.00361538 +0.32307692i 
overlap, formula: 1.68209570 +0.56317864i bohr^3
overlap, quadrature: 1.68209570 +0.56317864i bohr^3
kinetic, formula: 2.14680464 +0.12370012i hartree bohr^3
kinetic, quadrature: 2.14680464 +0.12370012i hartree bohr^3
attraction, formula: -1.64747077 -0.40544160i hartree bohr^3
attraction, quadrature: -1.64747077 -0.40544160i hartree bohr^3
repulsion (12|34), formula: 1.01895070 -0.63583208i hartree bohr^6
repulsion (12|34), quadrature: 1.01895070 -0.63583208i hartree bohr^6
overlap with Hermitian square (wrong): 0.20841518 +0.23251471i bohr^3
p_x-s overlap, formula: 0.23655091 +0.58283622i bohr^4
p_x-s overlap, quadrature: 0.23655091 +0.58283622i bohr^4
p_x-s overlap, polynomial at complex centre (wrong): 0.06055759 +1.10849113i bohr^4
self-overlap of g1: 2.75134363 bohr^3
mean kinetic energy of g1, quadrature: 1.37000000 hartree
mean kinetic energy of g1, 3a/2 + k^2/2: 1.37000000 hartree
kappa = 20 bohr^-1: F0 = 1.35088e+41, factor = 3.72008e-44
  integral of exp(i kappa.r - r^2)/r: 0.03157542 bohr^2, ratio to 4 pi/kappa^2: 1.005077
kappa = 60 bohr^-1: F0 finite in double precision: False
  integral of exp(i kappa.r - r^2)/r: 0.00349260 bohr^2, ratio to 4 pi/kappa^2: 1.000556
tests ok
```
